# Why R·Kmax controls augmented plane-wave convergence and guides lmax

**Q:** When I run an augmented plane-wave calculation I am asked for $RK_{\max}$, sphere radius times largest wave vector. In an ordinary plane-wave calculation I would give $K_{\max}$ alone. Why does a radius enter a convergence parameter?

**A:** Because the plane waves have a different job. Take a linearized augmented basis, in Hartree atomic units. Between the atomic spheres a basis function is a plane wave $e^{i\mathbf K\cdot\mathbf r}$ with $|\mathbf K|\le K_{\max}$. Inside a sphere of radius $R$ it is replaced, for each angular momentum $l\le l_{\max}$, by

$$a_l u_l(r)+b_l\dot u_l(r),$$

where $u_l$ solves the radial equation at a chosen energy and $\dot u_l$ is its energy derivative. The coefficients make value and slope continuous at $R$. The plane waves therefore never have to describe the wave function near the nucleus. They must describe it outside the sphere, and supply the right value and slope on its surface.

**Q:** What does the sphere see of one plane wave?

**A:** Put the origin at the nucleus, let $t$ be the cosine of the angle between $\mathbf K$ and $\mathbf r$, and set $x=Kr$. Expand in Legendre polynomials:

$$e^{ixt}=\sum_l(2l+1)c_l(x)P_l(t),\qquad c_l(x)=\tfrac12\int_{-1}^{1}e^{ixt}P_l(t)\,dt .$$

The plane wave solves the free wave equation, so each $c_l(Kr)$ solves the free radial equation and is regular at the origin. It is therefore a multiple of $j_l$. The multiple follows from small $x$. Powers of $t$ below $l$ are orthogonal to $P_l$, so the first surviving term is

$$c_l\to\frac{(ix)^l}{l!}\,\frac12\int_{-1}^1t^lP_l\,dt=\frac{(ix)^l}{l!}\,\frac{l!}{(2l+1)!!}=i^l\frac{x^l}{(2l+1)!!}.$$

Since $j_l\to x^l/(2l+1)!!$, we have $c_l=i^lj_l$, which is the Rayleigh expansion. The matching conditions become, apart from a common angular factor,

$$a_lu_l(R)+b_l\dot u_l(R)=j_l(KR),\qquad a_lu_l'(R)+b_l\dot u_l'(R)=Kj_l'(KR).$$

The first right-hand side depends on $KR$ alone, and so does the second once multiplied by $R$. To see how the wave is shared among the $l$, average $|e^{ixt}|^2=1$ over the sphere, using $\tfrac12\int P_lP_{l'}dt=\delta_{ll'}/(2l+1)$:

$$1=\sum_l w_l,\qquad w_l=(2l+1)\,j_l^2(KR).$$

**Q:** Which $l$ carry the weight?

**A:** Those up to the turning point. The spherical Bessel equation is

$$j_l''+\frac2xj_l'+\Big[1-\frac{l(l+1)}{x^2}\Big]j_l=0 .$$

With $f=xj_l$ we have $f''=xj_l''+2j_l'$, so

$$f''=\Big[\frac{l(l+1)}{x^2}-1\Big]f .$$

For $x>\sqrt{l(l+1)}\approx l+\tfrac12$ the bracket is negative and $f$ oscillates. For smaller $x$ the centrifugal term wins and $f$ dies away towards the origin. Read at fixed $x=KR$, this says that components with $l+\tfrac12$ below $KR$ can carry weight, although a single one vanishes when $KR$ falls on a zero of its $j_l$, as $l=2$ does at $KR\approx5.76$. Components with $l+\tfrac12$ well above $KR$ are always suppressed.

There is a classical picture. A particle of momentum $K$ at a point of the sphere has angular momentum $KR\sin\theta$ about the nucleus, at most $KR$. Over the sphere $\cos\theta$ is uniformly distributed, so the fraction of points with angular momentum above $\lambda$ is $\sqrt{1-\lambda^2/(KR)^2}$. For $KR=40$ and $\lambda=20$ this gives 0.866; the quantum sum over $l\ge20$ gives 0.871.

**Q:** How fast is the suppression above the turning point?

**A:** Set $\nu=l+\tfrac12$ and $J=\sqrt{2x/\pi}\,j_l$, which obeys $x^2J''+xJ'+(x^2-\nu^2)J=0$. With $\sigma=\ln x$ the first two terms combine:

$$\frac{d^2J}{d\sigma^2}=Q^2J,\qquad Q=\sqrt{\nu^2-x^2}.$$

For $x<\nu$ the semiclassical solution that vanishes at the origin is $J\approx CQ^{-1/2}\exp\int Q\,d\sigma$. Write $x=\nu/\cosh\alpha$. Then $Q=\nu\tanh\alpha$ and $d\sigma=-\tanh\alpha\,d\alpha$, so

$$\int Q\,d\sigma=-\nu\int\tanh^2\!\alpha\,d\alpha=-\nu(\alpha-\tanh\alpha).$$

The constant comes from small $x$, where $J\to(x/2)^\nu/\Gamma(\nu+1)$ and $x\approx2\nu e^{-\alpha}$. Stirling's formula $\Gamma(\nu+1)\approx\sqrt{2\pi\nu}\,(\nu/e)^\nu$ turns this into $e^{-\nu(\alpha-1)}/\sqrt{2\pi\nu}$. The semiclassical form tends to $C\nu^{-1/2}e^{-\nu(\alpha-1)}$, so $C=1/\sqrt{2\pi}$. Returning to $j_l=\sqrt{\pi/2x}\,J$,

$$j_l(x)\approx\frac{e^{-\nu(\alpha-\tanh\alpha)}}{2\sqrt{x\nu\tanh\alpha}} .$$

For $l=16$ and $x=8$ this gives $1.76\times10^{-5}$, against the true $1.74\times10^{-5}$. The share of that component is $33\times(1.74\times10^{-5})^2\approx1.0\times10^{-8}$.

**Q:** So the turning point shows that $KR$ is the variable for one plane wave. It does not yet show that the energy of my state converges with $RK_{\max}$.

**A:** No, that needs the state as well. Let $\psi$ be the normalized exact state, $H\psi=E\psi$, and $\phi=\psi+\eta$ the best function in the basis. The terms linear in $\eta$ vanish because $(H-E)\psi=0$, so

$$\delta E=\frac{\langle\phi|H-E|\phi\rangle}{\langle\phi|\phi\rangle}\approx\langle\eta|H-E|\eta\rangle .$$

Consider a bound state with angular momentum $l$ on an atom whose surroundings have zero potential, and let $E=-\kappa^2/2$. Outside the sphere its radial part is the decaying solution

$$u(r)=u(R)\,\frac{k_l(\kappa r)}{k_l(\kappa R)}\;\to\;u(R)\Big(\frac Rr\Big)^{l+1}\quad(\kappa r\ll1).$$

The limit holds because $\kappa^2$ is then negligible beside $l(l+1)/r^2$, which leaves the powers $r^l$ and $r^{-l-1}$, and the second dominates $k_l$ at small argument. A pure power has no length of its own.

Now measure distance in sphere radii, $r=Rs$, and set $q=KR$. By the Rayleigh expansion, the plane waves offer to channel $l$ the functions $j_l(Kr)=j_l(qs)$ with $q\le RK_{\max}$. The target is $s^{-l-1}$ for $s\ge1$. Neither statement contains $R$ separately, so the best fit leaves $\eta=u(R)h(s)$ with $h$ fixed by $RK_{\max}$. The volume element contributes $R^3$ and the two gradients $R^{-2}$. The exterior part of the error is then

$$\delta E_{\rm out}=R\,u(R)^2\int_{s>1}\Big[\tfrac12|\nabla_sh|^2+\tfrac12(\kappa R)^2h^2\Big]d^3s ,$$

with the normalized angular function included in $h$. Inside the sphere, if $u_l$ is taken at the energy $E$, then $\psi$ and $\phi$ are both combinations of $u_l$ and $\dot u_l$, so $\eta$ is fixed by its value and slope at the surface. That part is quadratic in $u(R)$ too, with coefficients that depend on the atom. Altogether

$$\delta E\approx R\,u(R)^2\,F(RK_{\max}).$$

**Q:** What have you swept into $F$?

**A:** The value of $l$, the number $\kappa R$, the interior coefficients, and in a crystal the ratio $R/a$, because the allowed $\mathbf K$ are spaced by $2\pi/a$. That $F$ depends only weakly on the last three is not proved by the scaling argument. It has to be tested.

**Q:** How would you test it without changing the physics along with the radius?

**A:** Keep one potential and move the sphere. The model atom has

$$V(r)=-V_0\Big(1-\frac{r^2}{r_c^2}\Big)^2\quad(r<r_c=1.2\ \text{bohr}),$$

and zero potential beyond. It sits in a simple cubic cell of edge 6 bohr. The depth $V_0=26.774$ hartree puts the isolated d level at $-0.5$ hartree. Any $R$ from $r_c$ up to 3 bohr, where neighbouring spheres touch, is then a legitimate sphere for the same crystal.

I look at the lowest state of $xy$ type at the zone centre. Ordinary plane waves, with no spheres, place it at $-0.49952$ hartree; raising their cutoff from 15.7 to 18.8 bohr$^{-1}$ moves it by about $10^{-6}$ hartree. Augmented calculations with $R=1.2$, 1.7 and 2.4 bohr, taken to $RK_{\max}=14$, agree with it to about $10^{-6}$ hartree. Errors below are measured from the lowest of these four values:

| $R$ (bohr) | error at $K_{\max}=4$ bohr$^{-1}$ (hartree) | error at $RK_{\max}=8$ (hartree) | $R\,u(R)^2$ (hartree) |
|---|---|---|---|
| 1.2 | 0.70 | $1.3\times10^{-2}$ | 0.279 |
| 1.7 | $6.3\times10^{-3}$ | $1.7\times10^{-3}$ | 0.033 |
| 2.4 | $8.3\times10^{-6}$ | $1.7\times10^{-4}$ | 0.0029 |

In the last column $u$ is normalized inside the largest sphere.

**Q:** At equal $K_{\max}$ the errors differ by a factor of almost $10^5$, so $K_{\max}$ alone tells me nothing. But at equal $RK_{\max}$ they still differ by a factor near 80.

**A:** That remainder is mainly the prefactor. Between the smallest and largest sphere $R\,u(R)^2$ falls by $0.279/0.0029\approx96$: the larger sphere has swallowed more of the tail, and less is left for the plane waves to get wrong. The close match at $RK_{\max}=8$ is partly luck: at the other cutoffs in the output, from 4 to 11, the ratio of the errors lies between 19 and 73, so $F$ still differs between these spheres by up to a factor of about 5. Ask which cutoff reaches a given error, interpolating between successive shells of plane waves:

| $R$ (bohr) | $K_{\max}$ (bohr$^{-1}$), error $10^{-3}$ hartree | $RK_{\max}$ | $K_{\max}$ (bohr$^{-1}$), error $0.01\,R\,u(R)^2$ | $RK_{\max}$ |
|---|---|---|---|---|
| 1.2 | 7.91 | 9.5 | 7.38 | 8.9 |
| 1.7 | 4.82 | 8.2 | 5.29 | 9.0 |
| 2.4 | 2.74 | 6.6 | 3.81 | 9.2 |

For a fixed absolute error, the required $K_{\max}$ varies by a factor 2.9 and the required $RK_{\max}$ by 1.44. For a fixed error relative to the tail factor, $K_{\max}$ varies by 1.94, close to the ratio 2 of the radii, while $RK_{\max}$ agrees within 3%.

I would not lean on the last percent. With $K=g\sqrt m$, $g=2\pi/a=1.05$ bohr$^{-1}$ and integer $m$, neighbouring shells are at least about $g^2/2K\approx0.14$ bohr$^{-1}$ apart near $K=3.8$ bohr$^{-1}$, which is already 4%. Notice also that $\kappa\approx1$ bohr$^{-1}$ here, so $\kappa R$ runs from 1.2 to 2.4 and the pure power law is not accurate. That the cutoffs for a given scaled error still nearly coincide around $RK_{\max}=9$ is a finding for this model, in which $\kappa R$, $R/a$ and the interior coefficients all change together.

**Q:** So $RK_{\max}$ is not a universal accuracy setting.

**A:** It is not. It is the variable in which the error falls, but the starting level depends on the atom, the state and the radius. Here a small sphere needs 9.5 and a large one 6.6 for the same millihartree.

The practical gain from a large sphere is considerable. The number of plane waves in a cell of volume $\Omega$ is the volume of the cutoff sphere times the density of allowed vectors,

$$N\approx\frac{4\pi}{3}K_{\max}^3\,\frac{\Omega}{(2\pi)^3}=\frac{\Omega K_{\max}^3}{6\pi^2}.$$

At fixed $RK_{\max}$, doubling $R$ divides $N$ by 8. At the fixed absolute error of the table the formula gives the factor $(7.91/2.74)^3\approx24$; counting the vectors gives $1839/81\approx23$.

**Q:** For a d state the turning point is at $KR=\sqrt6\approx2.4$. Why is $RK_{\max}=4$ not enough?

**A:** The turning point tells you when a wave begins to carry $l=2$ to the sphere. That is a lower threshold, not an accuracy criterion. The waves must also combine into a tail that falls steeply from the surface outwards, with the right slope, and this takes several oscillating functions $j_2(qs)$ with $q$ well above threshold. At $RK_{\max}=4$ the smallest sphere still has an error of 1.4 hartree.

**Q:** When does the scaling argument fail altogether?

**A:** When something outside the spheres has a length so short that it, and not $R$, sets $K_{\max}$. A length merely shorter than $R$ is not enough: the decay length $1/\kappa\approx1$ bohr of the example is shorter than all three radii. A state of positive energy $E$ oscillates in the flat region with wave number $\sqrt{2E}$, and $K_{\max}$ must in general be at least comparable with that, even when $R$ is large. A rapidly varying potential between the spheres would impose its own minimum in the same way.

With several kinds of atom there is one $K_{\max}$ for all. For atoms with comparable states the smallest sphere has the smallest $RK_{\max}$ and sets the requirement, though the prefactors can change the order.

A large radius can also have a price that the example does not test: the larger the sphere, the more of the state rests on $u_l$ and $\dot u_l$ alone. I set the energy of $u_l$ at the level itself, so linearization does not limit that level. A band that spreads over a range of energies has no such protection.

**Q:** Now $l_{\max}$. Why should it be close to $RK_{\max}$?

**A:** Suppose the sphere sum stops at $l_{\max}=L$. Between the spheres the plane wave still contains all $l$, so at the surface the components above $L$ end abruptly. The mean-square jump, relative to the mean square of the wave, is

$$T(L,KR)=\sum_{l>L}(2l+1)\,j_l^2(KR).$$

For a wave with $KR=8$ it is 0.84 at $L=4$, 0.36 at $L=6$, 0.038 at $L=8$, $1.3\times10^{-3}$ at $L=10$ and $2.0\times10^{-5}$ at $L=12$. Well below the turning point most of the wave is cut off; above it the jump collapses.

The same rule follows from resolution. A spherical harmonic with $m=0$ has $l$ zeros along a half great circle of length $\pi R$, or $l/\pi R$ per unit length. The real part of a plane wave has $K/\pi$ zeros per unit length along $\mathbf K$. Equating the two gives $l=KR$. A much larger $l_{\max}$ adds radial functions that the plane waves hardly excite; a much smaller one discards structure that they carry.

**Q:** But 4% is still missing at $l_{\max}=8$. How far beyond $RK_{\max}$ should I go?

**A:** By the width of the edge. Put $\nu=x+\delta$ with $\delta\ll x$. From $\cosh\alpha=\nu/x$ we get $\alpha^2\approx2\delta/x$, and $\alpha-\tanh\alpha\approx\alpha^3/3$. The exponent in $j_l$ is then

$$\nu(\alpha-\tanh\alpha)\approx\frac x3\Big(\frac{2\delta}{x}\Big)^{3/2}=\frac{2\sqrt2}{3}\,\frac{\delta^{3/2}}{x^{1/2}},$$

which reaches order one at $\delta\sim x^{1/3}$. To bring the jump below $10^{-4}$ one needs $l_{\max}=7$, 12, 21 and 71 for $KR=4$, 8, 16 and 64, that is, margins of 3, 4, 5 and 7.

From 8 to 64 the cube root doubles, while the margin grows by 1.75. Interpolating $\ln T$ between whole $l$ gives margins of about 3.3 and 6.7, a ratio near 2, but this is a balance of two effects. The omitted sum starts at $l=l_{\max}+1$, so the distance from the edge is about one unit more than the margin, 4.3 and 7.7, and these grow by only 1.8. The prefactor is what slows the growth: above the edge $w_l\approx e^{-2\nu(\alpha-\tanh\alpha)}/(2x\tanh\alpha)$, which at $\delta\sim x^{1/3}$ scales as $x^{-2/3}$. About $x^{1/3}$ such terms add up to $x^{-1/3}$, so a fixed threshold is met slightly earlier at large $x$.

**Q:** Does the energy really need all that?

**A:** Often less, as the example shows. Take $R=2.4$ bohr and $RK_{\max}=8$, and compare each level with its value at $l_{\max}=24$. The $xy$ symmetry is odd in $x$, odd in $y$ and even in $z$, which admits even $l\ge2$.

The d level shifts by $-1.8\times10^{-5}$ hartree at $l_{\max}=2$ and by $-3\times10^{-7}$ at $l_{\max}=8$. It is nearly pure $l=2$ on its own atom, so little is lost. The next level is computed with $u_l$ still taken at the d-level energy and is therefore a level of the linearized problem; ordinary plane waves put the second level of this symmetry lower, at 1.14 hartree. The linearized level lies at 1.22 hartree and shifts by $-0.061$ hartree at $l_{\max}=2$, $-1.5\times10^{-3}$ at 4, $-4.8\times10^{-5}$ at 6 and $-1.5\times10^{-5}$ at 8.

A probable reason for this early convergence is that the second state consists largely of the longest waves of this symmetry, those with the smallest $K$. They have $K=\sqrt2\,g=1.48$ bohr$^{-1}$ and kinetic energy $K^2/2=1.10$ hartree, near the level, and their turning point is at $KR=3.6$. In ordinary plane waves the second state has 96% of its weight in these waves; I have not analysed the linearized state itself, so for it this remains a conjecture. The rule $l_{\max}\approx RK_{\max}$ protects the outermost waves of the basis; a state that hardly uses them converges sooner.

**Q:** Those shifts are negative. I thought that a poorer basis raised the energy.

**A:** Cutting the sphere sum does not simply remove basis functions. It makes them discontinuous, and the variational bound is lost. I evaluate the kinetic energy as $\tfrac12\int|\nabla\phi|^2$ separately inside and outside the spheres, so the jump itself costs nothing.

For a trial function $\phi$, dropping a component $l$ with radial part $v(r)$ removes from $\langle\phi|H-E|\phi\rangle$ the amount

$$\int_0^R\Big[\tfrac12v'^2+\Big(\frac{l(l+1)}{2r^2}+V-E\Big)v^2\Big]r^2dr .$$

For $l\ge4$ this is positive here. Inside the well put $y=r^2/r_c^2$. The centrifugal term is at least $10/r^2=6.9/y$, in hartree. Multiply the round bracket by $y$: the well takes away at most $26.8\,y(1-y)^2\le26.8\times\tfrac4{27}=4.0$, and $E$ at most 1.2, leaving a positive remainder. Between $r_c$ and $R$ the centrifugal term is at least $10/2.4^2=1.7$, still above $E$.

Now take $E$ to be the $n$-th level of the full calculation. On the space spanned by its lowest $n$ states, $\langle H-E\rangle\le0$. Removing positive amounts keeps it so, and at least $n$ levels of the truncated problem therefore lie at or below $E$. With $n=1$ and 2 this gives the sign of both columns of shifts.

**Q:** Then what should I do in practice?

**A:** Choose the radii first and keep them fixed while you compare energies. Raise $RK_{\max}$ until the quantity you need stops changing, since no single value serves every atom. For each sphere start from $l_{\max}\approx RK_{\max}$ with its own $R$, and add a few units to see whether anything moves. An energy that falls when $l_{\max}$ is lowered is no sign of improvement. The numerical output below lists further cutoffs for the same model.

## Calculated quantities

```
turning point of x*j_8(x): 8.4853
j_16(8): 1.7390e-05, decay law: 1.7561e-05
tail(19,40): 0.8711, classical: 0.8660
mean-square jump, KR=8, lmax=4: 8.414e-01
mean-square jump, KR=8, lmax=6: 3.604e-01
mean-square jump, KR=8, lmax=8: 3.763e-02
mean-square jump, KR=8, lmax=10: 1.321e-03
mean-square jump, KR=8, lmax=12: 1.996e-05
mean-square jump, KR=8, lmax=14: 1.520e-07
KR=4: lmax for jump < 1e-4: 7, margin 3
KR=8: lmax for jump < 1e-4: 12, margin 4
KR=16: lmax for jump < 1e-4: 21, margin 5
KR=64: lmax for jump < 1e-4: 71, margin 7
cell edge 6.0 bohr, rc 1.2 bohr, isolated d level -0.5 hartree
well depth V0: 26.7744 hartree
plane waves only, Kmax 15.71 /bohr: -0.499521 hartree
plane waves only, Kmax 18.85 /bohr: -0.499522 hartree, 1549 functions
augmented, R=1.2 bohr, R*Kmax<=14.0: -0.499522 hartree
augmented, R=1.7 bohr, R*Kmax<=14.0: -0.499523 hartree
augmented, R=2.4 bohr, R*Kmax<=14.0: -0.499523 hartree
errors in hartree for R = 1.2, 1.7, 2.4 bohr:
  Kmax=3.0 /bohr: 1.51e+00 1.32e-01 7.82e-04
  Kmax=4.0 /bohr: 6.97e-01 6.30e-03 8.32e-06
  R*Kmax=4: 1.39e+00 4.89e-01 7.16e-02
  R*Kmax=5: 6.97e-01 1.90e-01 1.81e-02
  R*Kmax=6: 1.81e-01 3.19e-02 6.89e-03
  R*Kmax=7: 4.56e-02 6.30e-03 1.22e-03
  R*Kmax=8: 1.29e-02 1.74e-03 1.66e-04
  R*Kmax=9: 2.30e-03 4.29e-04 5.78e-05
  R*Kmax=10: 4.76e-04 7.40e-05 8.32e-06
  R*Kmax=11: 1.10e-04 1.11e-05 1.50e-06
tail factor R u(R)^2 (hartree): 0.2791 0.0334 0.0029
error 1e-3 hartree: Kmax (/bohr) 7.91 4.82 2.74 spread 2.88
  R*Kmax 9.49 8.19 6.58 spread 1.44
error 0.01*tail: Kmax (/bohr) 7.38 5.29 3.81 spread 1.94
  R*Kmax 8.86 8.99 9.15 spread 1.03
R=2.4 bohr, R*Kmax<=8, levels at lmax=24: -0.499357, 1.221730 hartree
  lmax=2: level shifts -1.81e-05, -6.14e-02 hartree
  lmax=4: level shifts -1.56e-05, -1.46e-03 hartree
  lmax=6: level shifts -1.00e-06, -4.79e-05 hartree
  lmax=8: level shifts -3.17e-07, -1.47e-05 hartree
  lmax=10: level shifts -1.32e-08, -3.61e-07 hartree
  lmax=12: level shifts -5.52e-10, -1.70e-08 hartree
  lmax=14: level shifts -1.40e-12, -4.22e-11 hartree
```
